# How deep elastic tunnelling reaches into an oxide in one second: a numerical check

```python
# Result under test: elastic tunnelling reaches traps to the depth
#     x(t) = ln(t/tau0) / (2 kappa),
# because a trap at depth x relaxes in tau(x) = tau0 exp(2 kappa x).
# kappa: amplitude decay constant (1/angstrom); tau0: attempt time (s);
# k: wave number in the channel; phi: barrier height at the trap energy (eV).
# Lengths are in angstrom inside the program; printed depths are in nm.
# The time-evolution tests use hbar = m = 1 with lengths in angstrom.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.fft import dst
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, exp1, j0

kappa = 0.64
tau0 = 1e-13
time = 1.0
mass = 0.5
log_ratio = np.log(time / tau0)
depth = log_ratio / (2 * kappa)
hbar_over_m = const.hbar / (mass * const.m_e) * 1e20      # angstrom^2/s


def decay_constant(barrier_ev, mass_ratio):
    """Amplitude decay constant in 1/angstrom."""
    return np.sqrt(2 * mass_ratio * const.m_e * barrier_ev * const.e) / const.hbar * 1e-10


phi = (const.hbar * kappa * 1e10) ** 2 / (2 * mass * const.m_e) / const.e
assert abs(decay_constant(phi, mass) - kappa) < 1e-10
assert abs(depth / 10 - 2.3) < 0.05


def rate_1d(x, k):
    """Escape rate of a zero-range trap in one dimension, hbar = m = 1."""
    return kappa**2 * 4 * k * kappa / (k**2 + kappa**2) * np.exp(-2 * kappa * x)


# --- Direct time evolution of a trap coupled to a long channel ---
step = 0.25
n_lead = 2000
hop = 1 / (2 * step**2)


def evolve_trap(n_depth, k):
    """Return depth, fitted decay rate, and data for further evolution."""
    n_sites = n_lead + n_depth + 60
    trap = n_lead + n_depth - 1
    level = 2 * hop * (1 - np.cos(k * step))
    barrier_top = level + 2 * hop * (np.cosh(kappa * step) - 1)
    diagonal = np.full(n_sites, 2 * hop)
    diagonal[n_lead:] += barrier_top
    diagonal[trap] -= 2 * hop * np.sinh(kappa * step)
    energies, vectors = eigh_tridiagonal(diagonal, np.full(n_sites - 1, -hop))
    start = np.exp(-kappa * step * np.abs(np.arange(n_sites) - trap))
    start /= np.linalg.norm(start)
    weights = vectors.T @ start
    x = (n_depth - 0.5) * step
    round_trip = 2 * n_lead * step / k
    t_end = min(0.7 * round_trip, 3 / rate_1d(x, k))
    times = np.linspace(0.1 * t_end, t_end, 60)
    amplitude = np.exp(-1j * np.outer(times, energies)) @ weights**2
    fitted = -np.polyfit(times, np.log(np.abs(amplitude) ** 2), 1)[0]
    return x, fitted, energies, vectors, weights, level


xs, rates = [], []
for n_depth in (16, 19, 22):
    x, fitted, energies, vectors, weights, level = evolve_trap(n_depth, kappa)
    xs.append(x)
    rates.append(fitted)
    # Lattice spacing and finite coupling leave errors of order one per cent.
    assert abs(fitted / rate_1d(x, kappa) - 1) < 0.04
    if n_depth == 19:
        # Fill channel modes up to a Fermi level and find the trap occupation.
        t_one = 1 / rate_1d(x, kappa)
        state = vectors @ (weights * np.exp(-1j * energies * t_one))
        modes = (dst(state.real[:n_lead], type=1, norm="ortho")
                 + 1j * dst(state.imag[:n_lead], type=1, norm="ortho"))
        p = np.arange(1, n_lead + 1)
        mode_energy = 2 * hop * (1 - np.cos(np.pi * p / (n_lead + 1)))
        filled_above = np.sum(np.abs(modes[mode_energy < 1.5 * level]) ** 2)
        filled_below = np.sum(np.abs(modes[mode_energy < 0.5 * level]) ** 2)
        assert abs(filled_above - (1 - np.exp(-1))) < 0.03
        assert filled_below < 0.03
slope = -np.polyfit(xs, np.log(rates), 1)[0]
assert abs(slope / (2 * kappa) - 1) < 0.03
x_low, rate_low = evolve_trap(22, 0.4)[:2]
assert abs(rate_low / rate_1d(x_low, 0.4) - 1) < 0.04

# --- Complex pole of the matched wave at the full depth ---
mp.mp.dps = 40


def matching_determinant(q):
    k = mp.sqrt(2 * mp.mpf(kappa) ** 2 - q**2)
    up, down = mp.exp(q * depth), mp.exp(-q * depth)
    return mp.det(mp.matrix([
        [1, -1, -1, 0],
        [-1j * k, -q, q, 0],
        [0, up, down, -1],
        [0, -q * up, q * down, 2 * mp.mpf(kappa) - q]]))


pole = mp.findroot(matching_determinant,
                   (mp.mpc(kappa, 0), mp.mpc(kappa, "1e-12")))
pole_rate = float(2 * mp.re(pole) * mp.im(pole))
assert abs(pole_rate / rate_1d(depth, kappa) - 1) < 1e-6


# --- Shape of the filling front ---
def occupation(x):
    return -np.expm1(-(time / tau0) * np.exp(-2 * kappa * x))


filled_length = quad(occupation, 0, 60, points=[depth - 3, depth, depth + 5],
                     limit=300)[0]
filled_formula = (log_ratio + np.euler_gamma + exp1(time / tau0)) / (2 * kappa)
assert abs(filled_length - filled_formula) < 1e-5
width = np.log(np.log(10) / np.log(10 / 9)) / (2 * kappa)
width_direct = (brentq(lambda x: occupation(x) - 0.1, 0, 60)
                - brentq(lambda x: occupation(x) - 0.9, 0, 60))
assert abs(width - width_direct) < 1e-8
per_decade = np.log(10) / (2 * kappa)

# --- Point trap in three dimensions: size of the attempt time ---
q_test, x_test = 0.3, 5.0
p_test = np.hypot(kappa, q_test)
transform = quad(lambda r: r * j0(q_test * r) * np.exp(-kappa * np.hypot(r, x_test))
                 / np.hypot(r, x_test), 0, 80, limit=300)[0]
assert abs(transform / (np.exp(-p_test * x_test) / p_test) - 1) < 1e-6


def attempt_time_3d(x, energy_ev):
    """Effective attempt time (s) for carriers at energy_ev above the band edge."""
    k = decay_constant(energy_ev, mass)
    integral = quad(lambda q: q * np.sqrt(max(k**2 - q**2, 0.0))
                    * np.exp(-2 * x * (np.hypot(kappa, q) - kappa)), 0, k)[0]
    return 1 / (hbar_over_m * 4 * kappa / (k**2 + kappa**2) * integral)


def depth_3d(energy_ev):
    return brentq(lambda x: np.log(time / attempt_time_3d(x, energy_ev))
                  - 2 * kappa * x, 5, 60)


# --- Field across the oxide ---
field_mv_cm = 5.0
force = field_mv_cm * 1e8 * 1e-10                         # eV per angstrom


def field_exponent(x):
    return 4 * kappa / (3 * force * np.sqrt(phi)) * (phi**1.5 - (phi - force * x) ** 1.5)


depth_field = brentq(lambda x: field_exponent(x) - log_ratio, 5, 50)
scale = (kappa**2 * force / phi) ** (1 / 3)
ai_channel = airy(scale * phi / force)[0]
ai_trap = airy(scale * (phi / force - depth_field))[0]
prefactor_log = 0.5 * np.log(phi / (phi - force * depth_field))
assert abs(2 * np.log(ai_trap / ai_channel) - prefactor_log - log_ratio) < 0.1

# --- Thin oxide interlayer under a high-k film ---
interlayer = 10.0
phi_high_k, mass_high_k = 1.5, 0.2
kappa_high_k = decay_constant(phi_high_k, mass_high_k)
depth_stack = interlayer + (log_ratio - 2 * kappa * interlayer) / (2 * kappa_high_k)
slope_ratio = kappa * mass_high_k / (kappa_high_k * mass)


def matched_log(x):
    y = kappa_high_k * (x - interlayer)
    return 2 * (kappa * interlayer + np.log(np.cosh(y) + slope_ratio * np.sinh(y)))


depth_matched = brentq(lambda x: matched_log(x) - log_ratio, interlayer, 80)
assert abs(depth_matched - depth_stack) < 0.5

# --- Carrier energy and lattice relaxation ---
energy_shift = 0.1
depth_energy = log_ratio / (2 * decay_constant(phi - energy_shift, mass))
relax_barrier = 0.5


def depth_relaxed(temperature):
    return (log_ratio - relax_barrier * const.e / (const.k * temperature)) / (2 * kappa)


print(f"amplitude decay constant: {kappa:.2f} 1/angstrom")
print(f"rate decay constant: {2 * kappa:.2f} 1/angstrom")
print(f"attempt time: {tau0:.0e} s")
print(f"observation time: {time:.0f} s")
print(f"ln(time/attempt time): {log_ratio:.2f}")
print(f"depth reached: {depth:.1f} angstrom = {depth / 10:.2f} nm")
print(f"depth if 2 kappa were mistaken for kappa: {depth / 5:.2f} nm")
print(f"advance per decade of time: {per_decade / 10:.2f} nm")
for t in (1e-6, 1e-3, 1e3):
    print(f"depth at {t:.0e} s: {np.log(t / tau0) / (2 * kappa) / 10:.2f} nm")
for trial in (1e-14, 1e-12, 1e-10):
    print(f"depth at 1 s, attempt time {trial:.0e} s: "
          f"{np.log(time / trial) / (2 * kappa) / 10:.2f} nm")
print(f"equivalent filled length: {filled_length / 10:.2f} nm")
print(f"10-90 percent front width: {width / 10:.2f} nm")
print(f"fitted rate slope, time evolution: {slope:.3f} 1/angstrom")
print(f"pole rate / formula at full depth: {pole_rate / rate_1d(depth, kappa):.6f}")
print(f"trap filling at one lifetime, Fermi level above: {filled_above:.3f}")
print(f"trap filling at one lifetime, Fermi level below: {filled_below:.3f}")
print(f"barrier mass: {mass:.1f} electron masses")
print(f"barrier height from kappa: {phi:.2f} eV")
tau_1d = 1 / (hbar_over_m * rate_1d(0.0, kappa))
print(f"attempt time, 1D trap with k = kappa: {tau_1d:.1e} s")
for energy in (0.05, 0.10):
    print(f"3D attempt time, carrier at {energy:.2f} eV: "
          f"{attempt_time_3d(depth, energy):.1e} s")
    print(f"3D depth at 1 s, carrier at {energy:.2f} eV: {depth_3d(energy) / 10:.2f} nm")
print(f"oxide field: {field_mv_cm:.1f} MV/cm")
print(f"energy drop to the front in this field: {force * depth_field:.2f} eV")
print(f"depth with field: {depth_field / 10:.2f} nm")
print(f"barrier reduction by carrier energy: {energy_shift:.2f} eV")
print(f"depth with reduced barrier: {depth_energy / 10:.2f} nm")
print(f"assumed lattice relaxation barrier: {relax_barrier:.2f} eV")
for temperature in (300, 400):
    print(f"depth with relaxation at {temperature} K: "
          f"{depth_relaxed(temperature) / 10:.2f} nm")
print(f"interlayer thickness: {interlayer / 10:.1f} nm")
print(f"high-k barrier: {phi_high_k:.1f} eV")
print(f"high-k mass: {mass_high_k:.1f} electron masses")
print(f"high-k amplitude decay constant: {kappa_high_k:.3f} 1/angstrom")
print(f"depth in stack, added exponents: {depth_stack / 10:.2f} nm")
print(f"depth in stack, matched wave: {depth_matched / 10:.2f} nm")
print("all good")
```

It prints:

```
amplitude decay constant: 0.64 1/angstrom
rate decay constant: 1.28 1/angstrom
attempt time: 1e-13 s
observation time: 1 s
ln(time/attempt time): 29.93
depth reached: 23.4 angstrom = 2.34 nm
depth if 2 kappa were mistaken for kappa: 4.68 nm
advance per decade of time: 0.18 nm
depth at 1e-06 s: 1.26 nm
depth at 1e-03 s: 1.80 nm
depth at 1e+03 s: 2.88 nm
depth at 1 s, attempt time 1e-14 s: 2.52 nm
depth at 1 s, attempt time 1e-12 s: 2.16 nm
depth at 1 s, attempt time 1e-10 s: 1.80 nm
equivalent filled length: 2.38 nm
10-90 percent front width: 0.24 nm
fitted rate slope, time evolution: 1.287 1/angstrom
pole rate / formula at full depth: 1.000000
trap filling at one lifetime, Fermi level above: 0.626
trap filling at one lifetime, Fermi level below: 0.003
barrier mass: 0.5 electron masses
barrier height from kappa: 3.12 eV
attempt time, 1D trap with k = kappa: 5.3e-17 s
3D attempt time, carrier at 0.05 eV: 4.4e-14 s
3D depth at 1 s, carrier at 0.05 eV: 2.40 nm
3D attempt time, carrier at 0.10 eV: 1.7e-14 s
3D depth at 1 s, carrier at 0.10 eV: 2.48 nm
oxide field: 5.0 MV/cm
energy drop to the front in this field: 1.32 eV
depth with field: 2.64 nm
barrier reduction by carrier energy: 0.10 eV
depth with reduced barrier: 2.38 nm
assumed lattice relaxation barrier: 0.50 eV
depth with relaxation at 300 K: 0.83 nm
depth with relaxation at 400 K: 1.21 nm
interlayer thickness: 1.0 nm
high-k barrier: 1.5 eV
high-k mass: 0.2 electron masses
high-k amplitude decay constant: 0.281 1/angstrom
depth in stack, added exponents: 4.05 nm
depth in stack, matched wave: 4.07 nm
all good
```
